# Back Stress and Thermomigration in a Blocked Metal Line

## The problem

A confined metal line runs from a cold end at $x=0$, temperature $T_c$, to a hot end at $x=L$, temperature $T_h$. The temperature is steady and rises monotonically between them. Neither end lets atoms pass, and no electric current flows. The temperature gradient drives atoms along the line. Atoms pile up in some places and are missing in others, and the resulting stress pushes back.

The line can sustain a stress difference of at most $\Delta\sigma_{\max}$ between any two of its points. Beyond that it yields, opens a void or extrudes metal. The stress is uniform when the gradient is first established.

Conventions: the stress $\sigma$ is positive in tension, $\Omega$ is the atomic volume, $D(T)$ the atomic diffusivity, $k$ Boltzmann's constant and $B$ the effective elastic modulus of the confined line. The effective heat of transport $Q^*$ is constant, and positive when atoms drift toward the cold end. A prime means $\partial/\partial x$.

**(a)** Find the stress difference between the ends once migration has stopped.

**(b)** Show that there is a critical value of $T_h-T_c$, independent of $L$, up to which the final stress stays within the limit. Find it.

**(c)** Show that below this value the limit is not exceeded on the way to the final state either.

**(d)** What happens above it, and how does the time to reach the limit depend on $L$?

**(e)** Evaluate the result for $\Omega=0.017\ \mathrm{nm^3}$, $Q^*=0.10$ eV, $\Delta\sigma_{\max}=100$ MPa and $T_c=400$ K.

## Hints

1. How much work does a tensile load do when one atom is inserted into a grain boundary? This gives the dependence of the chemical potential on stress.
2. In a steady state the flux is the same at every $x$. What do the blocked ends say about its value?
3. For (c), subtract the final stress profile from the actual one. What remains obeys a diffusion equation with insulated ends. Follow the sign of its slope.
4. For (d), measure position in units of $L$.

## Full solution

### (a) The final stress difference

Let a grain boundary of area $A$ carry a normal tension $\sigma$. Inserting one atom moves the adjoining grains apart by $\Omega/A$, so the load does work $(\sigma A)(\Omega/A)=\Omega\sigma$. The free energy of metal plus load falls by this amount:

$$\mu=\mu_0(T)-\Omega\sigma .$$

The elastic energy stored in the added atom is neglected. Its size relative to $\Omega\sigma$ is about $\sigma/2B$.

Near equilibrium the flux is linear in the driving forces. With $1/\Omega$ atoms per unit volume and mobility $D/kT$,

$$J=-\frac{D}{\Omega kT}\left[(\mu')_T+\frac{Q^*}{T}T'\right].$$

The subscript means that $\mu$ is differentiated at fixed temperature; the effect of the temperature gradient is contained in $Q^*$, which this equation defines. Vacancies are taken to be in local equilibrium, so they need no separate force. Since $(\mu')_T=-\Omega\sigma'$,

$$J=\frac{D}{\Omega kT}\left[\Omega\sigma'-\frac{Q^*}{T}T'\right]. \tag{1}$$

The signs are as they should be: atoms move toward greater tension, and for $Q^*>0$ they move down the temperature gradient.

Let $N$ be the number of atoms per unit volume of the line. Conservation gives $\partial N/\partial t=-J'$. Extra atoms in a confined volume produce compression, $d\sigma=-B\,dN/N\simeq-B\Omega\,dN$. Hence

$$\frac{\partial\sigma}{\partial t}=B\Omega J'. \tag{2}$$

In a steady state the left side vanishes, so $J$ does not depend on $x$. It is zero at the ends and therefore zero everywhere. The prefactor in (1) is positive, so the bracket must vanish:

$$\Omega\sigma'=Q^*\frac{T'}{T}=Q^*(\ln T)' .$$

Integrating from the cold end to the hot end,

$$\sigma_h-\sigma_c=\frac{Q^*}{\Omega}\ln\frac{T_h}{T_c}. \tag{3}$$

For $Q^*>0$ the hot end, which has lost atoms, is the more tensile. The diffusivity has dropped out because it multiplies both driving forces alike. The length has dropped out because the right side was a total derivative: a longer line has a weaker gradient, acting over a proportionally longer distance.

### (b) The critical temperature difference

Because $T$ is monotone, the final $\sigma$ is monotone too, and its largest difference lies between the ends. The final state is within the limit if

$$\frac{|Q^*|}{\Omega}\ln\frac{T_h}{T_c}\le\Delta\sigma_{\max}.$$

Define $\eta=\Omega\Delta\sigma_{\max}/|Q^*|$. Then $\ln(T_h/T_c)\le\eta$, so $T_h\le T_ce^{\eta}$. Subtracting $T_c$,

$$\boxed{T_h-T_c\le\Delta T_c=T_c\left(e^{\eta}-1\right)} \tag{4}$$

No length appears. The comparison of different lengths is made at fixed $T_c$, since $\Delta T_c$ does depend on the temperature level. If instead the mean of the end temperatures, $T_m=(T_h+T_c)/2$, is given, use $T_h=T_ce^\eta$ at the threshold:

$$\frac{\Delta T_c}{2T_m}=\frac{T_h-T_c}{T_h+T_c}=\frac{e^\eta-1}{e^\eta+1}=\tanh\frac{\eta}{2}.$$

Two limits show what this means. For $\eta\ll1$, both forms give

$$\Delta T_c\simeq\frac{T\,\Omega\Delta\sigma_{\max}}{|Q^*|},$$

and to this order it does not matter whether $T$ is the cold-end or the mean temperature. For $\eta\gg1$ the allowed ratio $T_h/T_c$ is so large that melting, or softening of the hot end, intervenes before (4) does. Weak thermomigration, $|Q^*|\to0$, belongs to this second limit.

### (c) The limit is respected on the way

Take $Q^*>0$ and define

$$S(x)=\frac{Q^*}{\Omega}\ln T(x),\qquad u=\sigma-S .$$

Equation (1) becomes $J=(D/kT)\,u'$. Since $S$ does not change with time, (2) becomes

$$\frac{\partial u}{\partial t}=(\kappa u')',\qquad \kappa=\frac{DB\Omega}{kT},\qquad u'=0\ \text{at both ends}. \tag{5}$$

**The final state is reached.** Let $E=\int_0^L\kappa u'^2dx$. Multiplying (5) by $u$ and integrating by parts gives

$$\frac{d}{dt}\,\frac12\int_0^Lu^2dx=-E .$$

The integral on the left cannot become negative, so $\int_0^\infty E\,dt$ is finite. Also, again by parts,

$$\frac{dE}{dt}=2\int_0^L\kappa u'\,\frac{\partial u'}{\partial t}\,dx=-2\int_0^L\left(\frac{\partial u}{\partial t}\right)^2dx\le0 .$$

A quantity that never increases and has a finite time integral tends to zero. By the Cauchy–Schwarz inequality, two values of $u$ differ by at most $\sqrt{LE/\kappa_{\min}}$, where $\kappa_{\min}$ is the smallest value of $\kappa$ in the line. So $u$ becomes uniform and $\sigma$ approaches the profile found in (a).

**The slope of $u$ keeps its sign.** Let $w=\kappa u'$. Differentiating (5) and multiplying by $\kappa$ gives $\partial w/\partial t=\kappa w''$, with $w=0$ at the ends. At the start $\sigma'=0$, so $w=-\kappa S'\le0$ inside the line. Where $w$ has an interior maximum, $w''\le0$, so that maximum cannot grow. Thus $w$ never becomes positive, and $u$ never increases with $x$.

**The bound.** Take two points $x<y$. First,

$$\sigma(y)-\sigma(x)=[u(y)-u(x)]+[S(y)-S(x)]\le S(y)-S(x)\le S_h-S_c .$$

In the opposite order,

$$\sigma(x)-\sigma(y)=[u(x)-u(y)]-[S(y)-S(x)]\le u(x)-u(y)\le S_h-S_c .$$

The last inequality holds because diffusion between insulated ends cannot widen the range of $u$, which was $S_h-S_c$ at the start. Hence at all times

$$\sigma_{\text{largest}}-\sigma_{\text{smallest}}\le S_h-S_c=\frac{Q^*}{\Omega}\ln\frac{T_h}{T_c},$$

which is the final difference (3). If $Q^*<0$, the deviation of $\sigma$ from its initial value changes sign everywhere and the spread is the same.

The second inequality is needed because the stress need not be monotone during the transient. With a linear temperature profile and a diffusivity that rises steeply with temperature, the early drift is fastest near the hot end. Each interior region then receives more atoms from its hot side than it passes on. It goes into compression, and does so faster the nearer it lies to the hot end, because the drift rises ever more steeply with temperature. In the interior the stress therefore falls with $x$ at first, while the blocked hot end goes into tension and the blocked cold end, where atoms pile up, goes into compression. The interior dip is small in the example of (e): for 35.8 K over 20 µm it is about half a megapascal and has gone after a day.

### (d) Above the critical difference

Now the final stress difference would exceed $\Delta\sigma_{\max}$. Since the stress approaches that state, it crosses the limit after a finite time. The line then fails or yields, and elastic back stress can no longer balance the thermal drive.

Put $x=L\xi$ and $t=L^2\tau$ in (5). Both sides acquire a factor $1/L^2$, which cancels. For the same end temperatures and the same profile $T(\xi)$, the solution in terms of $\xi$ and $\tau$ is independent of $L$. The time to reach the limit therefore grows as $L^2$. Length decides how soon the limit is reached, but not whether it is reached.

### (e) Numbers

The largest elastic work per atom is

$$\Omega\Delta\sigma_{\max}=(0.017\times10^{-27}\ \mathrm{m^3})(100\times10^6\ \mathrm{Pa})=1.7\times10^{-21}\ \mathrm{J}=0.0106\ \mathrm{eV}.$$

Thus $\eta=0.01061/0.10=0.1061$, and

$$\Delta T_c=400\ \mathrm{K}\times(e^{0.1061}-1)=44.8\ \mathrm{K}.$$

The small-$\eta$ estimate with $T=T_c$ gives 42.4 K, which is 5% below the full result.

The times below also need a diffusivity and a modulus. They use $D=D_0e^{-E_a/kT}$ with $D_0=10^{-4}\ \mathrm{cm^2/s}$ and $E_a=0.8$ eV, together with $B=50$ GPa and a linear temperature profile. They neglect the effect of stress on $D$, which leaves (3) unchanged but can alter the times noticeably. If $D$ is multiplied by $e^{\Omega\sigma/kT}$, for example, a uniform initial tension of 200 MPa shortens the time to reach the limit in the 20 µm line below from 1.9 to 1.0 days; with a stress-independent $D$ it is 1.8 days.

*Below threshold.* For $T_h-T_c=35.8$ K, which is $0.8\,\Delta T_c$, equation (3) gives

$$\sigma_h-\sigma_c=\frac{100\ \mathrm{MPa}}{0.1061}\ln\frac{435.8}{400}=80.8\ \mathrm{MPa}.$$

Equations (1) and (2) were also solved numerically for this case, for lengths of 20, 100 and 500 µm, each with a linear, a quadratic and a smoothed-step temperature profile. All nine runs ended at 80.8 MPa, and none exceeded it on the way beyond numerical error. With the linear profile, the slowest relaxation time is 1.6 days for 20 µm and 39 days for 100 µm; the other two profiles relax more slowly.

*Above threshold.* For $T_h-T_c=53.7$ K, which is $1.2\,\Delta T_c$, halting would require 119 MPa. The 100 MPa limit is reached after 1.8 days in the 20 µm line and 45 days in the 100 µm line, a ratio of 25, as the $L^2$ law requires.

### Comparison with a real line

The parameters are rough values in the regime of a passivated aluminium interconnect. The result is sensitive to $Q^*$, which is only roughly known: halving it raises $\Delta T_c$ to 94.6 K, and doubling it lowers $\Delta T_c$ to 21.8 K. The result is therefore an order of magnitude for aluminium, not a design value.

A limit on the stress difference is itself a simplification. In a real line a void opens where the local tension is too high, and that depends also on the stress already present and on the temperature profile. In the 35.8 K case, the hot end gains about 40 MPa of tension with the linear profile and about 53 MPa with the quadratic one.

The assumption most seriously broken in a working circuit is the absence of current. The electron wind exerts a force $Z^*e\rho j$ on each atom, where $Z^*$ is the effective charge number, $\rho$ the resistivity and $j$ the current density. With rough magnitudes $Z^*=4$ and $\rho=4\ \mathrm{\mu\Omega\,cm}$, a current density of 6.6 kA/cm² over 100 µm already supplies 10% of $\Omega\Delta\sigma_{\max}$. Interconnects in service can carry of the order of 1 MA/cm², at which the wind over the same 100 µm would exceed the limit many times over. Criterion (4) is thus for unpowered metal near a heat source.

Smaller corrections, again with rough coefficients, are these:

- If the limit falls by 0.2% per kelvin of temperature difference, $\Delta T_c$ drops to 40.9 K.
- If $Q^*$ rises by $k$ per kelvin, $\Delta T_c$ becomes 43.9 K.
- For an ion charge number of 3, a Seebeck coefficient of 2 µV/K gives a thermoelectric force worth about 2.5% of the drive, unless the measured $Q^*$ already includes it. The effective charge number $Z^*$ is not used here, because it includes the electron wind and no current flows.
- The neglected elastic energy is about 0.1% of $\Omega\sigma$ at a stress of 100 MPa. It shifts the final stress difference by about the mean stress divided by $B$: negligibly from a stress-free start, by 0.2% for a uniform initial tension of 100 MPa and by 0.6% for 300 MPa.

Heating also produces thermoelastic stress, so the initial stress may not be uniform. At a rough 2 MPa/K, with the hot end in compression, the 35.8 K case starts with a spread of 71.6 MPa. At this rate heating alone uses up the 100 MPa limit at 50 K, so the 53.7 K example and any threshold above 50 K apply only to a line that starts free of this stress. The final difference (3) is unchanged, because its derivation does not refer to the initial state. The bound in (c) does refer to it and no longer applies as it stands. In a numerical run for 100 µm with the linear profile, the spread still did not rise above 80.8 MPa. That is a result for this case, not a general guarantee.

## Variation 1: ends that give way

*Suppose $Q^*>0$ and $T_h-T_c>\Delta T_c$. A void at the hot end and extrusion at the cold end hold the end-to-end stress difference at $\Delta\sigma_{\max}$. Find the steady flux.*

The flux is uniform but no longer zero. Multiply (1) by $\Omega kT/D$ and integrate along the line:

$$J\int_0^L\frac{\Omega kT}{D}\,dx=\Omega\Delta\sigma_{\max}-Q^*\ln\frac{T_h}{T_c}.$$

Above threshold the right side is negative, so atoms drift to the cold end. The right side does not depend on $L$, while the integral is proportional to $L$ for a given profile shape. The residual flux therefore falls as $1/L$. At $1.2\,\Delta T_c$, with the linear profile, the drift speed $|J|\Omega$ is 0.62 nm/day for 20 µm and 0.12 nm/day for 100 µm.

The flux vanishes at $T_h-T_c=\Delta T_c$, which gives a second route to the threshold. Numerical solutions with clamped ends, for 20 and 500 µm and the three temperature profiles used above, all changed sign at 44.8 K. This model fixes the stress only at the ends, and the interior need not stay within the limit. At $1.2\,\Delta T_c$ it does for the linear profile, but the spread reaches about 102.5 MPa for the quadratic profile and about 108 MPa for the smoothed step; at $2\,\Delta T_c$ the linear profile gives 113 MPa. In such cases the line would yield in its interior as well, and the flux given here is only approximate.

## Variation 2: a given gradient

*The line lies in a uniform temperature gradient $G$, with its cold end at $T_c$. Which lengths are safe?*

Now $T_h-T_c=GL$, and (4) becomes

$$L\le L_c=\frac{\Delta T_c}{G}.$$

A critical length appears because a longer line in the same gradient spans a larger temperature difference. For the example, a gradient of 2.24 K/µm gives $L_c=20$ µm, and 0.448 K/µm gives $L_c=100$ µm. The product $GL_c$ is 44.8 K in both cases. These gradients are steep and serve to illustrate the formula: in aluminium, with a thermal conductivity of about 240 W/(m K), they correspond to heat fluxes along the line of roughly 50 and 10 kW/cm².

## Calculated quantities

```
INPUTS (round, rough values)
atomic volume: 0.017 nm^3
heat of transport: 0.1 eV
stress-difference limit: 100 MPa
cold-end temperature: 400 K
effective modulus: 50 GPa
diffusivity prefactor: 0.0001 cm^2/s
activation energy: 0.8 eV
THRESHOLD
limit times atomic volume: 0.01061 eV
ratio to heat of transport: 0.1061
critical temperature difference: 44.78 K
small-argument estimate: 42.44 K
lowest root, clamped-end solves: 44.78 K
highest root, clamped-end solves: 44.78 K
critical gradient, 20 um: 2.239 K/um
critical gradient, 100 um: 0.448 K/um
BELOW THRESHOLD (0.8 of critical)
temperature difference: 35.82 K
final stress difference, formula: 80.83 MPa
lowest simulated final value: 80.83 MPa
highest simulated final value: 80.83 MPa
largest spread at any time: 80.83 MPa
relaxation time, 20 um: 1.56 days
relaxation time, 100 um: 38.9 days
ABOVE THRESHOLD (1.2 of critical)
temperature difference: 53.73 K
stress difference needed to halt: 118.79 MPa
time to reach limit, 20 um: 1.81 days
time to reach limit, 100 um: 45.3 days
clamped-end drift, 20 um: 0.619 nm/day
clamped-end drift, 100 um: 0.124 nm/day
NEGLECTED EFFECTS (rough coefficients)
thermoelastic coefficient: 2 MPa/K
thermoelastic initial spread: 71.6 MPa
largest spread from that start: 80.8 MPa
final difference from that start: 80.83 MPa
softening of limit: 0.2 %/K
critical difference with softening: 40.9 K
critical difference, Q* rising k per K: 43.9 K
critical difference, Q* halved: 94.6 K
critical difference, Q* doubled: 21.8 K
effective charge number (magnitude): 4
Seebeck coefficient (magnitude): 2 uV/K
thermoelectric share of drive: 3.4 %
resistivity: 4 uOhm cm
current for 10% share, 100 um: 6.6 kA/cm^2
elastic-energy correction: 0.1 %
limit energy over kT (rates only): 0.29
hot end over melting temperature: 0.48
```
